# C8 and C9 of Hydrogen Atoms from Dipole and Quadrupole Pseudostates: test program

```python
"""
Dispersion coefficients of ground-state hydrogen atoms (Hartree atomic units):
  C6 = 3/pi  int alpha1(i w)^2 dw
  C8 = 15/pi int alpha1(i w) alpha2(i w) dw        = 124.4
  C9 = 3/pi  int alpha1(i w)^3 dw                  = 21.64
alpha_l is the 2^l-pole polarizability for the operator r^l P_l(cos theta).
Pair energy: -C6/R^6 - C8/R^8.  Triple-dipole energy:
  +C9 (1 + 3 cos1 cos2 cos3) / (R12 R23 R31)^3.
Pseudostates have excitation energies w_n and squared transition elements s_n.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, solve_banded
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre


def radial_matrix(l, size):
    """Matrix of H_l + 1/2 and the source r^l u_1s, by exact-degree quadrature."""
    x, weight = roots_genlaguerre(size + 4, 2 * l)
    values, slopes = [], []
    for k in range(size):
        norm = math.exp(0.5 * (math.log(2) + gammaln(k + 1)
                               - gammaln(k + 2 * l + 3)))
        poly = eval_genlaguerre(k, 2 * l + 2, x)
        dpoly = (-eval_genlaguerre(k - 1, 2 * l + 3, x)
                 if k > 0 else np.zeros_like(x))
        values.append(norm * poly)
        slopes.append(norm * ((l + 1 - x / 2) * poly + x * dpoly))
    values, slopes = np.array(values), np.array(slopes)
    overlap = 0.5 * (values * weight * x**2) @ values.T
    assert np.allclose(overlap, np.eye(size), atol=1e-9)
    matrix = (slopes * weight) @ slopes.T
    matrix += (values * weight * (l * (l + 1) - x)) @ values.T
    matrix += 0.5 * overlap
    source = 0.5 * values @ (weight * x**2) / 2**l
    return (matrix + matrix.T) / 2, source


def pseudostates(l, size):
    matrix, source = radial_matrix(l, size)
    energies, vectors = np.linalg.eigh(matrix)
    return energies, (vectors.T @ source)**2 / (2 * l + 1)


def alpha(states, frequency):
    w, s = states
    frequency = np.atleast_1d(frequency)
    return np.sum(2 * w * s / (w**2 + frequency[:, None]**2), axis=1)


def frequency_rule(points):
    t, weight = np.polynomial.legendre.leggauss(points)
    return 0.5 * (1 + t) / (1 - t), weight / (1 - t)**2


def integrated_coefficients(a1, a2, weight):
    return np.array([3 * np.sum(weight * a1**2),
                     15 * np.sum(weight * a1 * a2),
                     3 * np.sum(weight * a1**3)]) / np.pi


def summed_coefficients(dipole, quadrupole):
    w, d = dipole
    v, q = quadrupole
    c6 = 6 * np.sum(np.outer(d, d) / (w[:, None] + w))
    c8 = 30 * np.sum(np.outer(d, q) / (w[:, None] + v))
    a, b, c = w[:, None, None], w[None, :, None], w[None, None, :]
    strength = d[:, None, None] * d[None, :, None] * d[None, None, :]
    c9 = 12 * np.sum(strength * (a + b + c) / ((a + b) * (b + c) * (c + a)))
    return np.array([c6, c8, c9])


# Angular weights from the full Coulomb interaction between two neutral atoms.
a_vec = sp.symbols("ax ay az")
b_vec = sp.symbols("bx by bz")
ra, rb, t, proj, square = sp.symbols("ra rb t proj square")


def inverse_distance_term(vector, order):
    generator = (1 + 2 * t * proj + t**2 * square)**sp.Rational(-1, 2)
    term = sp.diff(generator, t, order).subs(t, 0) / sp.factorial(order)
    return sp.expand(term.subs({proj: vector[2],
                                square: sum(c**2 for c in vector)}))


def interaction_term(order):
    difference = [b - a for a, b in zip(a_vec, b_vec)]
    return sp.expand(inverse_distance_term(difference, order)
                     - inverse_distance_term(b_vec, order)
                     - inverse_distance_term([-a for a in a_vec], order))


def sphere_moment(powers):
    if any(p % 2 for p in powers):
        return sp.Integer(0)
    top = sp.prod([sp.factorial2(p - 1) for p in powers])
    return top / sp.factorial2(sum(powers) + 1)


def angular_average(expression):
    total = sp.Integer(0)
    for powers, factor in sp.Poly(expression, *a_vec, *b_vec).terms():
        total += (factor * sphere_moment(powers[:3]) * sphere_moment(powers[3:])
                  * ra**sum(powers[:3]) * rb**sum(powers[3:]))
    return sp.expand(total)


v3, v4, v5 = [interaction_term(k) for k in (2, 3, 4)]
average_33 = angular_average(sp.expand(v3**2))
average_44 = angular_average(sp.expand(v4**2))
assert sp.expand(average_33 - sp.Rational(2, 3) * ra**2 * rb**2) == 0
assert sp.expand(average_44 - ra**2 * rb**4 - ra**4 * rb**2) == 0
assert angular_average(sp.expand(v3 * v5)) == 0
assert all(angular_average(v) == 0 for v in (v3, v4, v5))

# The derived action of H_l + 1/2 on r^p exp(-r) gives the same spectrum.
def factorial_integral(n):
    return math.factorial(n) / 2**(n + 1)


for l in (1, 2):
    powers = range(l + 1, l + 4)
    overlap = np.array([[factorial_integral(i + j) for j in powers]
                        for i in powers])
    action = np.array([[
        (j - 1) * factorial_integral(i + j - 1)
        + 0.5 * (l * (l + 1) - j * (j - 1)) * factorial_integral(i + j - 2)
        for j in powers] for i in powers])
    assert np.allclose(action, action.T, rtol=1e-12)
    assert np.allclose(eigh(action, overlap, eigvals_only=True),
                       pseudostates(l, 3)[0], rtol=1e-8)

# Exact static response and sum rules already hold with two functions.
small_d, small_q = pseudostates(1, 2), pseudostates(2, 2)
for states, static, closure, energy_sum in (
        (small_d, 4.5, 1.0, 1.0), (small_q, 15.0, 4.5, 6.0)):
    w, s = states
    assert np.isclose(alpha(states, 0)[0], static, rtol=1e-10)
    assert np.isclose(s.sum(), closure, rtol=1e-10)
    assert np.isclose(np.sum(2 * w * s), energy_sum, rtol=1e-10)
assert np.allclose(small_d[0], [0.4, 1.0], rtol=1e-10)
assert np.allclose(small_d[1], [5 / 6, 1 / 6], rtol=1e-10)

# Convergence in nested bases, and frequency integration against state sums.
sizes = (1, 2, 3, 5, 10, 20, 30)
table = np.array([summed_coefficients(pseudostates(1, n), pseudostates(2, n))
                  for n in sizes])
assert np.all(np.diff(table[:, :2], axis=0) > -1e-8)
assert np.allclose(table[-1], table[-2], rtol=1e-7)
dipole, quadrupole = pseudostates(1, 30), pseudostates(2, 30)
omega, omega_weight = frequency_rule(60)
integrated = integrated_coefficients(alpha(dipole, omega),
                                     alpha(quadrupole, omega), omega_weight)
assert np.allclose(integrated, table[-1], rtol=1e-7)
c6, c8, c9 = integrated
assert round(c8, 1) == 124.4 and round(c9, 2) == 21.64


# Radial response on a grid, without any pseudostate expansion.
def grid_alpha(l, frequencies, step=0.005, radius=40.0):
    r = step * np.arange(1, round(radius / step))
    source = 2 * r**(l + 1) * np.exp(-r)
    bands = np.zeros((3, len(r)), dtype=complex)
    bands[0, 1:] = bands[2, :-1] = -0.5 / step**2
    diagonal = 1 / step**2 + l * (l + 1) / (2 * r**2) - 1 / r + 0.5
    result = []
    for frequency in frequencies:
        bands[1] = diagonal + 1j * frequency
        response = solve_banded((1, 1), bands, source)
        result.append(2 * step * np.dot(source, response.real) / (2 * l + 1))
    return np.array(result)


grid_omega, grid_weight = frequency_rule(40)
grid_coefficients = integrated_coefficients(
    grid_alpha(1, grid_omega), grid_alpha(2, grid_omega), grid_weight)
# The grid has a second-order discretization error in its 0.005 bohr step.
assert np.allclose(grid_coefficients, integrated, rtol=1e-4)
sample_omega = np.array([0.0, 0.5, 1.0, 2.0])
sample_a1, sample_a2 = alpha(dipole, sample_omega), alpha(quadrupole, sample_omega)
assert np.allclose(grid_alpha(1, sample_omega), sample_a1, rtol=1e-4)
assert np.allclose(grid_alpha(2, sample_omega), sample_a2, rtol=1e-4)


# Explicit perturbation theory in the product space of three atoms.
def three_atom_energies(points, states):
    w, strength = states
    dimension = 1 + 3 * len(w)
    position = np.zeros((3, dimension, dimension))
    for n, s in enumerate(strength):
        for axis in range(3):
            index = 1 + 3 * n + axis
            position[axis, 0, index] = position[axis, index, 0] = np.sqrt(s)
    levels = np.concatenate(([0.0], np.repeat(w, 3)))
    excitation = (levels[:, None, None] + levels[None, :, None]
                  + levels[None, None, :]).ravel()
    coupling = np.zeros((dimension**3, dimension**3))
    for first, second in ((0, 1), (1, 2), (2, 0)):
        separation = points[second] - points[first]
        distance = np.linalg.norm(separation)
        unit = separation / distance
        tensor = (np.eye(3) - 3 * np.outer(unit, unit)) / distance**3
        for i in range(3):
            for j in range(3):
                factors = [np.eye(dimension) for _ in range(3)]
                factors[first], factors[second] = position[i], position[j]
                coupling += tensor[i, j] * np.kron(
                    factors[0], np.kron(factors[1], factors[2]))
    first_order = np.zeros(dimension**3)
    first_order[1:] = -coupling[1:, 0] / excitation[1:]
    return coupling[0] @ first_order, first_order @ coupling @ first_order


def triangle_geometry(points):
    lengths = np.array([np.linalg.norm(points[i] - points[j])
                        for i, j in ((0, 1), (1, 2), (2, 0))])
    cosines = []
    for i in range(3):
        u, v = points[(i + 1) % 3] - points[i], points[(i + 2) % 3] - points[i]
        cosines.append(u @ v / np.linalg.norm(u) / np.linalg.norm(v))
    return lengths, 1 + 3 * np.prod(cosines)


equilateral = np.array([[0, 0, 0], [1, 0, 0], [0.5, np.sqrt(3) / 2, 0]])
linear = np.array([[0.0, 0, 0], [1, 0, 0], [2, 0, 0]])
scalene = np.array([[0.0, 0, 0], [1.3, 0.2, 0.1], [0.4, 1.1, 0.7]])
small_integrals = integrated_coefficients(
    alpha(small_d, omega), alpha(small_q, omega), omega_weight)
for points in (equilateral, linear, scalene):
    second, third = three_atom_energies(points, small_d)
    lengths, factor = triangle_geometry(points)
    assert np.isclose(second, -small_integrals[0] * np.sum(lengths**-6), rtol=1e-8)
    assert np.isclose(third, small_integrals[2] * factor / np.prod(lengths)**3,
                      rtol=1e-8)

# Values for the text.
print("Two-function pseudostates: energy (hartree), squared element (a.u.)")
for label, states in (("dipole", small_d), ("quadrupole", small_q)):
    for n in range(2):
        print(f"  {label} {n + 1}: {states[0][n]:.6f}, {states[1][n]:.6f}")
print("Two-function C8 contributions (a.u.), dipole state, quadrupole state")
for i in range(2):
    for j in range(2):
        term = 30 * small_d[1][i] * small_q[1][j] / (small_d[0][i] + small_q[0][j])
        print(f"  {i + 1}, {j + 1}: {term:.6f}")
print("Two-function C9 contributions (a.u.), by number of upper states")
for upper in range(4):
    indices = [0] * (3 - upper) + [1] * upper
    a, b, c = small_d[0][indices]
    term = (math.comb(3, upper) * 12 * np.prod(small_d[1][indices])
            * (a + b + c) / ((a + b) * (b + c) * (c + a)))
    print(f"  {upper}: {term:.6f}")
print("Converged polarizabilities (a.u.): frequency, alpha1, alpha2")
for values in zip(sample_omega, sample_a1, sample_a2):
    print("  {:.1f}, {:.6f}, {:.6f}".format(*values))
print("Basis convergence (a.u.): functions per channel, C6, C8, C9")
for n, values in zip(sizes, table):
    print("  {:2d}, {:.6f}, {:.5f}, {:.6f}".format(n, *values))
print("Frequency integrals C6, C8, C9 (a.u.): "
      + ", ".join(f"{value:.5f}" for value in integrated))
print("Radial-grid C6, C8, C9 (a.u.): "
      + ", ".join(f"{value:.4f}" for value in grid_coefficients))
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"C8 = {c8 * hartree_ev * bohr_angstrom**8:.4f} eV angstrom^8")
print(f"C9 = {c9 * hartree_ev * bohr_angstrom**9:.4f} eV angstrom^9")
distance = 12.0
print(f"Example nearest-neighbour distance = {distance:.1f} bohr")
print(f"One-pair C6 term = {-c6 / distance**6:.6e} hartree")
print(f"One-pair C8 term = {-c8 / distance**8:.6e} hartree")
print(f"C8-to-C6 term ratio = {c8 / (c6 * distance**2):.5f} (dimensionless)")
for label, points in (("Equilateral", equilateral), ("Linear", linear)):
    lengths, factor = triangle_geometry(distance * points)
    energy = c9 * factor / np.prod(lengths)**3
    print(f"{label} angular factor = {factor:.4f} (dimensionless)")
    print(f"{label} triple-dipole term = {energy:.6e} hartree")
print("checks complete")
```

Printed output:

```
Two-function pseudostates: energy (hartree), squared element (a.u.)
  dipole 1: 0.400000, 0.833333
  dipole 2: 1.000000, 0.166667
  quadrupole 1: 0.519868, 3.359693
  quadrupole 2: 1.099179, 1.140307
Two-function C8 contributions (a.u.), dipole state, quadrupole state
  1, 1: 91.309066
  1, 2: 19.015520
  2, 1: 11.052579
  2, 2: 2.716078
Two-function C9 contributions (a.u.), by number of upper states
  0: 16.276042
  1: 4.783163
  2: 0.510204
  3: 0.020833
Converged polarizabilities (a.u.): frequency, alpha1, alpha2
  0.0, 4.500000, 15.000000
  0.5, 1.905388, 8.469798
  1.0, 0.742441, 3.897303
  2.0, 0.224474, 1.290245
Basis convergence (a.u.): functions per channel, C6, C8, C9
   1, 6.000000, 115.71429, 18.000000
   2, 6.482143, 124.09324, 21.590242
   3, 6.498444, 124.38656, 21.643083
   5, 6.499025, 124.39904, 21.642470
  10, 6.499027, 124.39908, 21.642465
  20, 6.499027, 124.39908, 21.642465
  30, 6.499027, 124.39908, 21.642465
Frequency integrals C6, C8, C9 (a.u.): 6.49903, 124.39908, 21.64246
Radial-grid C6, C8, C9 (a.u.): 6.4990, 124.3992, 21.6425
C8 = 20.8150 eV angstrom^8
C9 = 1.9163 eV angstrom^9
Example nearest-neighbour distance = 12.0 bohr
One-pair C6 term = -2.176511e-06 hartree
One-pair C8 term = -2.893125e-07 hartree
C8-to-C6 term ratio = 0.13292 (dimensionless)
Equilateral angular factor = 1.3750 (dimensionless)
Equilateral triple-dipole term = 5.767375e-09 hartree
Linear angular factor = -2.0000 (dimensionless)
Linear triple-dipole term = -1.048614e-09 hartree
checks complete
```
